# Consistent and covariant anomalies of a Weyl fermion

Place massless right-handed fermions of charge $e$ in parallel electric and magnetic fields. The lowest Landau level has only one direction of motion along $\mathbf B$, and the electric force drives its states steadily upward through zero energy. Right-handed particles appear at a rate proportional to $\mathbf E\cdot\mathbf B$. If one instead computes the current by differentiating an effective action, the same law emerges with one third of the coefficient. Both results are correct, for two different currents. The task is to find what separates them.

## Setting and theorem

Gaussian units are used, with $x^0=ct$, metric $(+,-,-,-)$ and $\epsilon^{0123}=+1$. The fermion is massless. Its Hamiltonian is $H=c\,\boldsymbol\sigma\cdot(\mathbf p-e\mathbf A/c)+e\phi$. The scaled potential $a_\mu=(e/\hbar c)A_\mu$, with $f_{\mu\nu}=\partial_\mu a_\nu-\partial_\nu a_\mu$, absorbs the constants. Its fields are $\mathbf e=(e/\hbar c)\mathbf E$ and $\mathbf b=(e/\hbar c)\mathbf B$. Since $f_{0i}=e^i$ and $f_{ij}=-\epsilon_{ijk}b^k$,

$$\epsilon^{\mu\nu\rho\sigma}f_{\mu\nu}f_{\rho\sigma}=4e^i\epsilon^{ijk}f_{jk}=-8\,\mathbf e\cdot\mathbf b. \tag{1}$$

The number current is $j^\mu=\psi^\dagger\sigma^\mu\psi=(n,\mathbf J/c)$, with $\sigma^\mu=(1,\boldsymbol\sigma)$.

**Assumptions.** The field is abelian and external. Currents are taken to second order in $a$. Parity-even parts are regularized gauge-invariantly, so attention is on the terms containing $\epsilon^{\mu\nu\rho\sigma}$.

**Theorem.** Let $K=e^2/(4\pi^2\hbar^2c)$.

1. The current derived from the effective action that treats all three vertices alike obeys $\partial_tn+\nabla\cdot\mathbf J=\tfrac13K\,\mathbf E\cdot\mathbf B$ (consistent anomaly).
2. The gauge-invariant current obeys $\partial_tn+\nabla\cdot\mathbf J=K\,\mathbf E\cdot\mathbf B$ (covariant anomaly).
3. They are related by $j^\mu_{\rm cov}=j^\mu_{\rm cons}+j^\mu_{\rm BZ}$, with the Bardeen-Zumino current
$$j^\mu_{\rm BZ}=-\frac1{24\pi^2}\epsilon^{\mu\nu\rho\sigma}a_\nu f_{\rho\sigma}. \tag{2}$$

## The triangle

The action is $S/\hbar=\int d^4x\,\psi^\dagger(G^{-1}-\sigma\cdot a)\psi$ with $G^{-1}=i\sigma\cdot\partial$. Integrating out the fermion gives $W=-i\,{\rm Tr}\ln(1-G\,\sigma\cdot a)$ up to a constant. Its cubic term is $W_3=\frac i3{\rm Tr}(G\,\sigma\cdot a)^3$. As $j^\mu=-\delta W/\delta a_\mu$, expanding $a_\mu(x)=\sum_ka_\mu(k)e^{-ikx}$ gives

$$j^\mu(x)=-i\sum_{k,k'}a_\rho(k)a_\nu(k')e^{-i(k+k')x}\,T^{\mu\nu\rho}, \tag{3}$$

$$T^{\mu\nu\rho}=\int\!\frac{d^4p}{(2\pi)^4}\,{\rm tr}[\sigma^\mu G(l_3)\sigma^\nu G(l_2)\sigma^\rho G(l_1)],$$

where $l_2=l_1+k$ and $l_3=l_2+k'$. The propagator is $G(l)=1/(\sigma\cdot l)=\bar\sigma\cdot l/l^2$, with $\bar\sigma^\mu=(1,-\boldsymbol\sigma)$. The sum over ordered pairs $(k,k')$ contains both orientations of the loop. Under $a_\mu\to a_\mu+\partial_\mu\lambda$,

$$\delta_\lambda W=-\int j^\mu\partial_\mu\lambda=\int\lambda\,\partial_\mu j^\mu, \tag{4}$$

so a non-zero divergence is a failure of gauge invariance of $W$.

The integrand of $T$ falls as $p^{-3}$, so the integral is linearly divergent. It is defined by integrating over a large ball after Wick rotation, and the result depends on where the ball is centred.

**Lemma 1 (surface term).** If $F_\delta(p)\to p_\delta/p^4$ at large $p$, where $p^4=(p^2)^2$, then

$$\int\!\frac{d^4p}{(2\pi)^4}\,[F_\delta(p+s)-F_\delta(p)]=\frac{i\,s_\delta}{32\pi^2}. \tag{5}$$

*Proof.* Expand in $s$. The first-order term is $s^\lambda\int\partial_\lambda F_\delta$, a surface integral at radius $R$. The next term has a surface integrand of order $R^{-4}$ on an area of order $R^3$ and vanishes as $R\to\infty$. By covariance the surface value of $\int d^4p\,\partial_\lambda F_\delta$ is $Cg_{\lambda\delta}$. To find $C$, take the trace and set $p^0=ip_4$, so that $d^4p=i\,d^4p_E$ and $p^4=p_E^4$. Then $4C=i\,(2\pi^2R^3)(R/R^4)=2\pi^2i$, so $C=i\pi^2/2$. Division by $16\pi^4$ gives (5). $\square$

**Lemma 2 (orientations).** Centre the ball on the centroid $(l_1+l_2+l_3)/3$. The parity-even parts of the two orientations cancel and the parity-odd parts are equal.

*Proof.* The second orientation has trace ${\rm tr}[\sigma^\mu G(l_3')\sigma^\rho G(l_2')\sigma^\nu G(l_1')]$ with $l_2'=l_1'+k'$ and $l_3'=l_2'+k$. Substitute $l_3'=-l_1$, which forces $l_2'=-l_2$ and $l_1'=-l_3$. The centroid changes sign, so the ball maps to itself. Three odd propagators give a factor $-1$, leaving the original trace in reversed order. Reversal preserves the even part of a trace of alternating $\sigma,\bar\sigma$ and changes the sign of the odd part. $\square$

The same argument holds for a displaced centre, provided the displacement changes sign under $k\leftrightarrow k'$.

**Lemma 3 (symmetric triangle).** With the centroid prescription, the odd part of each orientation obeys

$$(k+k')_\mu T_0^{\mu\nu\rho}=\frac1{24\pi^2}\,\epsilon^{\nu\alpha\rho\delta}k_\alpha k'_\delta. \tag{6}$$

*Proof.* Since $k+k'=l_3-l_1$, the contracted vertex is $G^{-1}(l_3)-G^{-1}(l_1)$. By cyclicity it stands between $G(l_1)$ and $G(l_3)$, and

$$G(l_1)\,[G^{-1}(l_3)-G^{-1}(l_1)]\,G(l_3)=G(l_1)-G(l_3).$$

The contraction is therefore the integral of

$${\rm tr}[\sigma^\nu G(l_2)\sigma^\rho G(l_1)]-{\rm tr}[\sigma^\nu G(l_2)\sigma^\rho G(l_3)].$$

The odd part of ${\rm tr}[\sigma^\alpha\bar\sigma^\beta\sigma^\gamma\bar\sigma^\delta]$ is $2i\epsilon^{\alpha\beta\gamma\delta}$; the case $0123$ is ${\rm tr}\,\sigma_1\sigma_2\sigma_3=2i$. Antisymmetry removes repeated momenta, so the two odd terms are

$$2i\epsilon^{\nu\alpha\rho\delta}\frac{k_\alpha l_{1\delta}}{l_1^2l_2^2}\qquad\hbox{and}\qquad-2i\epsilon^{\nu\alpha\rho\delta}\frac{l_{2\alpha}k'_\delta}{l_2^2l_3^2}.$$

In the first, write $l_1=m-k/2$, where $m=(l_1+l_2)/2$. The $k/2$ drops out of the numerator by antisymmetry. What remains is odd in $m$ and integrates to zero on a ball centred at $m=0$. The actual ball is centred on the centroid. If $p$ is measured from there,

$$\frac{l_1+l_2}2=p-\frac{k+2k'}6,\qquad\frac{l_2+l_3}2=p+\frac{2k+k'}6.$$

Lemma 1 now applies. In the first term only the $k'$ part of the displacement, $-k'/3$, survives the contraction with $k_\alpha$. It gives $2i\cdot\frac i{32\pi^2}\cdot(-\frac13)=\frac1{48\pi^2}$ times $\epsilon^{\nu\alpha\rho\delta}k_\alpha k'_\delta$. In the second term, treated in the same way, only $+k/3$ survives. It gives $-2i\cdot\frac i{32\pi^2}\cdot\frac13=\frac1{48\pi^2}$. The sum is (6). $\square$

## Proof of part 1

From (3), $\partial_\mu j^\mu$ carries the factor $-i(k+k')_\mu\cdot(-i)=-(k+k')_\mu$. Insert (6) and use $k_\alpha a_\rho(k)\to i\partial_\alpha a_\rho$ for each field. The two factors of $i$ cancel the minus sign:

$$\partial_\mu j^\mu_{\rm cons}=\frac1{24\pi^2}\epsilon^{\nu\alpha\rho\delta}\,\partial_\alpha a_\rho\,\partial_\delta a_\nu=-\frac1{96\pi^2}\epsilon^{\mu\nu\rho\sigma}f_{\mu\nu}f_{\rho\sigma}=\frac{\mathbf e\cdot\mathbf b}{12\pi^2}. \tag{7}$$

The middle step moves the index $\nu$ past three others, which gives $-1$, and uses $\epsilon ff=4\epsilon\,\partial a\,\partial a$. The last step is (1). Because $\partial_\mu j^\mu=c^{-1}(\partial_tn+\nabla\cdot\mathbf J)$ and $\mathbf e\cdot\mathbf b=(e/\hbar c)^2\mathbf E\cdot\mathbf B$, this is part 1.

The centroid favours no vertex, so $T_0$ summed over orientations is symmetric in its three legs. That is the condition for (3) to be the derivative of a cubic functional $W_3$. Could a local term added to $W$ change the coefficient? A parity-odd term with three potentials and one derivative must use their four indices to fill the four slots of $\epsilon$, so the only candidate is $\epsilon^{\mu\nu\rho\sigma}a_\mu a_\nu\partial_\rho a_\sigma$, which vanishes by antisymmetry. The one third is therefore not adjustable within this class. $\square$

## Proof of parts 2 and 3

Now give up equality of the vertices. Let the centroid equal $p+s$, with the ball centred at $p=0$.

**Lemma 4 (displaced triangle).** The odd part changes to

$$T_s^{\mu\nu\rho}=T_0^{\mu\nu\rho}+\frac1{16\pi^2}\epsilon^{\mu\nu\rho\delta}s_\delta. \tag{8}$$

*Proof.* At large $p$ the integrand is ${\rm tr}[\sigma^\mu\bar p\,\sigma^\nu\bar p\,\sigma^\rho\bar p]/p^6$, with $\bar p=\bar\sigma\cdot p$. Use $\bar p\,\sigma^\nu\bar p=2p^\nu\bar p-p^2\bar\sigma^\nu$. The first piece gives an odd trace with $p$ twice, which is zero. The second gives $-2i\epsilon^{\mu\nu\rho\delta}p_\delta/p^4$. Multiplication by the surface factor $is_\delta/32\pi^2$ yields (8). $\square$

Take $s$ linear in the momenta. In (3) the two fields can be exchanged, together with $\nu\leftrightarrow\rho$. The tensor in (8) then changes sign, so only the part of $s$ odd under $k\leftrightarrow k'$ affects the parity-odd current. An even part would also spoil the cancellation of the parity-even terms in Lemma 2, and it is dropped. Hence $s=\beta(k-k')$.

The contractions at the field vertices follow from (6) by cyclic relabelling. With incoming momenta $q_1=-(k+k')$, $q_2=k'$, $q_3=k$ at $\mu,\nu,\rho$, equation (6) reads

$$q_{1\mu}T_0^{\mu\nu\rho}=-\frac1{24\pi^2}\epsilon^{\nu\rho\alpha\delta}q_{2\alpha}q_{3\delta}.$$

Relabelling, and eliminating $q_1=-q_2-q_3$, gives

$$k_\rho T_0^{\mu\nu\rho}=\frac1{24\pi^2}\epsilon^{\mu\nu\alpha\delta}k_\alpha k'_\delta,\qquad k'_\nu T_0^{\mu\nu\rho}=-\frac1{24\pi^2}\epsilon^{\mu\rho\alpha\delta}k_\alpha k'_\delta.$$

The added term in (8) contributes

$$k_\rho\,\epsilon^{\mu\nu\rho\delta}(k-k')_\delta=-\epsilon^{\mu\nu\alpha\delta}k_\alpha k'_\delta,$$
$$k'_\nu\,\epsilon^{\mu\nu\rho\delta}(k-k')_\delta=+\epsilon^{\mu\rho\alpha\delta}k_\alpha k'_\delta,$$
$$(k+k')_\mu\,\epsilon^{\mu\nu\rho\delta}(k-k')_\delta=2\,\epsilon^{\nu\alpha\rho\delta}k_\alpha k'_\delta,$$

each times $\beta/16\pi^2$. Comparison with $1/24\pi^2$ gives the factors multiplying the symmetric values:

$$\hbox{current vertex: }1+3\beta,\qquad\hbox{each field vertex: }1-\tfrac32\beta. \tag{9}$$

Their sum is 3 for every $\beta$. Moving the centre redistributes the violation among the vertices without removing it.

A gauge change of an external field adds a multiple of $k_\rho$ to $a_\rho(k)$. The current is invariant when both field contractions vanish, which requires $\beta=\frac23$. The current vertex then carries the factor 3, and (7) becomes

$$\partial_\mu j^\mu_{\rm cov}=\frac{\mathbf e\cdot\mathbf b}{4\pi^2}, \tag{10}$$

which is part 2.

For part 3, insert the added polynomial into (3). At $\beta=\frac23$ its coefficient is $\beta/16\pi^2=1/24\pi^2$. Since $-ik_\delta a_\rho(k)\to\partial_\delta a_\rho$,

$$j^\mu_{\rm BZ}=\frac1{24\pi^2}\epsilon^{\mu\nu\rho\delta}(a_\nu\partial_\delta a_\rho-a_\rho\partial_\delta a_\nu)=\frac1{12\pi^2}\epsilon^{\mu\nu\rho\delta}a_\nu\partial_\delta a_\rho.$$

The two terms are equal after renaming $\nu\leftrightarrow\rho$. Exchanging the last two indices of $\epsilon$ gives a minus sign, and $\epsilon^{\mu\nu\delta\rho}\partial_\delta a_\rho=\frac12\epsilon^{\mu\nu\delta\rho}f_{\delta\rho}$. This is (2). Its divergence provides a check. The term with $\partial_\mu f_{\rho\sigma}$ vanishes by the Bianchi identity, so

$$\partial_\mu j^\mu_{\rm BZ}=-\frac1{48\pi^2}\epsilon^{\mu\nu\rho\sigma}f_{\mu\nu}f_{\rho\sigma}=\frac{\mathbf e\cdot\mathbf b}{6\pi^2}, \tag{11}$$

and $\frac1{12}+\frac16=\frac14$. $\square$

## Remark 1: why the ratio is three

The ratio can be found without evaluating a loop. Suppose only that $\partial_\mu j^\mu_{\rm cons}=C\epsilon^{\mu\nu\rho\sigma}f_{\mu\nu}f_{\rho\sigma}$. Differentiating (4) with respect to $a_\mu$ gives the gauge variation of the current:

$$\delta_\lambda j^\mu_{\rm cons}=-\frac{\delta}{\delta a_\mu}\int\lambda\,C\epsilon ff=-4C\,\epsilon^{\mu\nu\rho\sigma}\,\partial_\nu\lambda\,f_{\rho\sigma}.$$

One factor 2 comes from varying either $f$, another from $f=\partial a-\partial a$. The sign follows from one integration by parts and one exchange of indices. A local term $\kappa\epsilon^{\mu\nu\rho\sigma}a_\nu f_{\rho\sigma}$ varies by $\kappa\epsilon^{\mu\nu\rho\sigma}\partial_\nu\lambda f_{\rho\sigma}$, so invariance of the sum requires $\kappa=4C$. The divergence of this term is $\frac\kappa2\epsilon ff=2C\epsilon ff$, and the total is $3C\epsilon ff$. This argument leaves the size of $C$ open. The triangle gives $C=-1/96\pi^2$, which reproduces $\kappa=-1/24\pi^2$. The level count in Remark 3 gives the total $3C$ and so leads to the same value.

The covariant current cannot itself be the derivative of an action. Such a derivative would need equal violations at the three vertices, whereas (9) gives $3,0,0$.

## Remark 2: ordinary variables and special cases

Writing out the components of (2) with $a_i=-a^i$ gives $j^0_{\rm BZ}=-\mathbf a\cdot\mathbf b/12\pi^2$ and $\mathbf j_{\rm BZ}=(\mathbf a\times\mathbf e-a_0\mathbf b)/12\pi^2$. Restoring constants,

$$n_{\rm BZ}=-\frac K{3c}\mathbf A\cdot\mathbf B,\qquad\mathbf J_{\rm BZ}=\frac K3(\mathbf A\times\mathbf E-\phi\mathbf B). \tag{12}$$

If $\mathbf E=\mathbf B=0$, this current vanishes even when the potential does not. If $\mathbf E=0$, $\mathbf B\ne0$ and $\phi$ is a non-zero constant, then $\partial_t\mathbf A=0$, the density $-\frac K{3c}\mathbf A\cdot\mathbf B$ is static, and the flux is $-\frac K3\phi\mathbf B$ along the magnetic field. The four-divergence is then zero, but the two currents still differ. Equality of their divergences does not imply equality of the currents.

For a left-handed fermion all anomaly signs reverse. A right- and a left-handed fermion of equal charge in the same potential therefore have a conserved total number current. A mass term converts one chirality into the other, so the separate laws above no longer hold as they stand. If the field is dynamical, Maxwell's equations require a conserved source, and the anomalies of all species must cancel in the total charge current. For charges $qe$ this means that the sum of $q^3$ over right-handed species equals that over left-handed ones: two powers come from the fields and one from the charge carried.

## Remark 3: the covariant law from Landau levels

Let $\boldsymbol\pi=\mathbf p-e\mathbf A/c$, with $\mathbf B$ along $z$ and $eB>0$. Then $[\pi_x,\pi_y]=i\hbar eB/c$, so $\pi_\pm=\pi_x\pm i\pi_y$ satisfy $[\pi_+,\pi_-]=2\hbar eB/c$, and $\pi_+$ is a lowering operator. In $H=c\,\boldsymbol\sigma\cdot\boldsymbol\pi$ a spin-up state with $\pi_+\varphi=0$ has energy $+cp_z$. The other levels come in pairs $\pm c\sqrt{p_z^2+2N\hbar eB/c}$ with $N\ge1$, and do not cross zero.

In the symmetric gauge, the orbitals with $\pi_+\varphi=0$ can be chosen as states of definite angular momentum. Their densities are proportional to $r^{2M}e^{-r^2/2\ell^2}$, where $\ell^2=\hbar c/eB$ and $M=0,1,2,\dots$ Their norms are $2\pi\ell^2(2\ell^2)^MM!$, so the normalized densities sum to

$$\frac{e^{-r^2/2\ell^2}}{2\pi\ell^2}\sum_M\frac{(r^2/2\ell^2)^M}{M!}=\frac1{2\pi\ell^2}=\frac{eB}{2\pi\hbar c}.$$

The force $\dot p_z=eE$ moves $eE/2\pi\hbar$ states per unit length and time through zero. The product is $KEB$. Counting occupied levels thus measures the covariant anomaly, in agreement with the gauge invariance of the count.

## Numerical reading

The four-dimensional loop integrals were evaluated with explicit Pauli matrices for one pair of momenta and three centres. In units of $1/12\pi^2$, the violations at the current vertex and at one field vertex are:

- $\beta=0$: 1.000 and 1.000;
- $\beta=0.3$: 1.900 and 0.550;
- $\beta=2/3$: 3.000 and 0.000.

These agree with (9). The intermediate case has $1.9+2(0.55)=3$, with the other field vertex supplied by symmetry. Diagonalization of a truncated Landau-level Hamiltonian gives one net upward crossing. The basis keeps one more spin-up than spin-down oscillator state, as the pairing of levels in Remark 3 requires, so this count is fixed by the choice of basis. With equal numbers a spurious level at the cutoff crosses downward and cancels it. Multiplying it by the areal density, obtained by summing lowest-level orbitals normalized by quadrature, and dividing by $2\pi$ gives a flow coefficient 0.02533, equal to $1/4\pi^2$ to the digits shown.

For a worked example choose $E=0.01$ statV/cm and $B=10^4$ G, both along $z$. The numbers refer to the idealized massless, non-interacting fermion in fields held fixed from outside. A mass $m$ opens a gap in the lowest level and suppresses the crossing by $\exp(-\pi m^2c^3/\hbar eE)$. At this field the exponent reaches 1 for $mc^2\approx4$ meV and is about $10^{16}$ for the electron in vacuum. With $K=1.753\times10^{23}$ in Gaussian units,

$$KEB=(1.753\times10^{23})(0.01)(10^4)=1.753\times10^{25}\ {\rm cm^{-3}\,s^{-1}},$$

or $1.753\times10^{31}\ {\rm m^{-3}\,s^{-1}}$. The Landau-level factors give the same rate: $(2.418\times10^{10}\ {\rm cm^{-2}})(7.249\times10^{14}\ {\rm cm^{-1}\,s^{-1}})$. The consistent rate is $5.843\times10^{24}\ {\rm cm^{-3}\,s^{-1}}$, and the Bardeen-Zumino current must supply the remaining $1.169\times10^{25}$.

How it does so depends on the gauge. Take first $\phi=0$ and $\mathbf A=(0,Bx,-cEt)$. Equation (12) gives $n_{\rm BZ}=\frac13KEBt$ and $\mathbf J_{\rm BZ}=\frac13KEB\,(x,0,0)$. At $t=1$ ns the density is $5.84\times10^{15}\ {\rm cm^{-3}}$. The growth of density and the divergence of the flux each contribute $5.843\times10^{24}\ {\rm cm^{-3}\,s^{-1}}$.

Take next $\phi=-Ez$ and $\mathbf A=(0,Bx,0)$, which describe the same fields. Now $n_{\rm BZ}=0$ and $\mathbf J_{\rm BZ}=\frac13KEB\,(x,0,z)$. At $x=z=10^{-4}$ cm both flux components are $5.84\times10^{20}\ {\rm cm^{-2}\,s^{-1}}$, and the divergence alone gives $1.169\times10^{25}\ {\rm cm^{-3}\,s^{-1}}$.

In both gauges the sum is two thirds of the covariant rate. The density and flux of this correction have no gauge-independent meaning separately from the consistent current. Its source does, because (11) contains only the fields.

## Computed values

```
LOOP INTEGRALS (coefficients of e.b, dimensionless)
k = (1.0, 0.0), kp = (-0.2, 1.2) (common unit)
1/(12 pi^2) = 0.0084434
1/(4 pi^2)  = 0.0253303
beta = 0.0000: current vertex 0.0084434, field vertex 0.0084434
   in units of 1/(12 pi^2): 1.00000, 1.00000
beta = 0.3000: current vertex 0.0160425, field vertex 0.0046439
   in units of 1/(12 pi^2): 1.90000, 0.55000
beta = 0.6667: current vertex 0.0253303, field vertex 0.0000000
   in units of 1/(12 pi^2): 3.00000, 0.00000
covariant/consistent ratio from loops = 3.00000
LANDAU LEVELS (magnetic length = 1)
net upward crossings = 1
states per area = 0.1591549, 1/(2 pi) = 0.1591549
flow coefficient = 0.0253303
WORKED EXAMPLE
E = 0.01 statV/cm, B = 1.0e+04 G
t = 1.0e-09 s, x = y = z = 1.0e-04 cm
e = 4.803205e-10 statC, hbar = 1.054572e-27 erg s
c = 2.997925e+10 cm/s
K = 1.75279e+23 (Gaussian units)
states per area eB/(2 pi hbar c) = 2.41799e+10 cm^-2
flow per length eE/(2 pi hbar) = 7.24895e+14 cm^-1 s^-1
covariant rate  = 1.75279e+25 cm^-3 s^-1
consistent rate = 5.84263e+24 cm^-3 s^-1
difference      = 1.16853e+25 cm^-3 s^-1
SI fields: E = 299.792 V/m, B = 1.000 T
covariant rate, SI route = 1.75279e+31 m^-3 s^-1
covariant density gained in t = 1.75279e+16 cm^-3
Gauge: time-dependent A
   n_BZ = 5.84263e+15 cm^-3
   J_BZ x = 5.84263e+20, z = 0.00000e+00 cm^-2 s^-1
   dn_BZ/dt = 5.84263e+24 cm^-3 s^-1
   div J_BZ = 5.84263e+24 cm^-3 s^-1
   sum/covariant rate = 0.666667
Gauge: static potentials
   n_BZ = 0.00000e+00 cm^-3
   J_BZ x = 5.84263e+20, z = 5.84263e+20 cm^-2 s^-1
   dn_BZ/dt = 0.00000e+00 cm^-3 s^-1
   div J_BZ = 1.16853e+25 cm^-3 s^-1
   sum/covariant rate = 0.666667
```
